# Warming a polyurethane polishing pad: relaxation frequency and storage modulus

## Problem

A polyurethane polishing pad slides over a patterned wafer. Each pad element is loaded and unloaded as wafer features pass it, so its stiffness depends on how fast the polymer relaxes compared with the passing time. The pad warms by 20 K at fixed sliding speed. By what factor does its relaxation frequency rise, and what is its storage modulus at the feature-passing frequency after warming?

The rise of 20 K does not settle the question alone, because the Williams-Landel-Ferry (WLF) law is curved in temperature. The starting temperature and the reference temperature of the constants are needed too. Take

- WLF constants \(C_1=10\) and \(C_2=100\) K at \(T_r=293\) K;
- warming from \(T_1=303\) K to \(T_2=323\) K;
- relaxation frequency \(f_r(T_r)=100\) Hz;
- relaxed modulus \(E_r=100\) MPa and glassy modulus \(E_g=1000\) MPa;
- sliding speed \(v=1\) m/s and feature spacing \(p=100\) µm.

The feature-passing frequency is the fundamental frequency of the periodic pattern, \(f=v/p=10\,000\) Hz.

The strain is small, so the response is linear. With strain and stress written as multiples of \(e^{i\omega t}\), where \(\omega=2\pi f\), the complex modulus of the model is

\[
E^*=E_r+(E_g-E_r)F,\qquad F=\frac{(i\omega\tau)^\alpha}{1+(i\omega\tau)^\alpha},\qquad \alpha=0.3 .
\]

The storage modulus \(E'\) is the real part of \(E^*\), which gives the stress in phase with the strain. The loss modulus \(E''\) is the imaginary part. The relaxation frequency is \(f_r=1/(2\pi\tau)\), so \(\omega\tau=f/f_r\). The width parameter \(\alpha\) lies between 0 and 1; \(\alpha=1\) means a single relaxation time, and smaller values mean a broader relaxation. Temperature acts through \(\tau\) alone, while \(E_r\), \(E_g\) and \(\alpha\) stay fixed.

## First estimate by scaling

Near the reference temperature the WLF law is nearly a straight line, with a slope of \(C_1/C_2=0.1\) decade per kelvin. The initial temperature is 10 K above \(T_r\), which puts the relaxation frequency one decade above 100 Hz, at 1 kHz. The final temperature is 30 K above \(T_r\), which puts it at 100 kHz. Warming therefore shifts it by about two decades, and the fixed 10 kHz passes from one decade above the relaxation frequency to one decade below it.

For the modulus, write \(q=(i\omega\tau)^\alpha\), so that \(F=q/(1+q)\). At the centre of the relaxation, \(\omega\tau=1\) and \(q=e^{i\pi\alpha/2}\). There

\[
\operatorname{Re}F=\operatorname{Re}\frac{1}{1+e^{-i\pi\alpha/2}}=\frac12 ,
\]

because \(1/(1+e^{-i\varphi})=e^{i\varphi/2}/[2\cos(\varphi/2)]\). The slope follows from \(dF/d\ln q=q/(1+q)^2=1/(q+2+q^{-1})\) and \(d\ln q=\alpha\,d\ln\omega\):

\[
\frac{dF}{d\ln\omega}\bigg|_{\omega\tau=1}=\frac{\alpha}{2(1+c)},\qquad c=\cos\frac{\pi\alpha}{2}=0.891 .
\]

One decade is \(\ln 10\) in \(\ln\omega\). The modulus therefore changes by

\[
900\ \text{MPa}\times\frac{0.3\times2.303}{2\times1.891}\approx164\ \text{MPa per decade}.
\]

The central modulus is \(100+900/2=550\) MPa. The estimate is thus \(550+164\approx714\) MPa before warming and \(550-164\approx386\) MPa after it.

## Exact solution of the model

### The shift of the relaxation frequency

The WLF law follows from a free-volume picture. Let \(\phi\) be the fraction of the volume available for molecular rearrangement, growing linearly with temperature above the glass transition:

\[
\ln\tau=A+\frac{B}{\phi},\qquad \phi=\phi_r+s\theta,\qquad \theta=T-T_r .
\]

Here \(A\), \(B\), \(\phi_r\) and \(s\) are constants. Subtract the reference value to remove \(A\):

\[
\ln\frac{\tau(T)}{\tau(T_r)}
=B\,\frac{\phi_r-\phi}{\phi\,\phi_r}
=-\frac{B\,s\theta}{\phi_r(\phi_r+s\theta)}
=-\frac{B}{\phi_r}\,\frac{\theta}{\phi_r/s+\theta}.
\]

Division by \(\ln10\) gives

\[
\log_{10}\frac{\tau(T)}{\tau(T_r)}=-\frac{C_1\theta}{C_2+\theta},
\qquad C_1=\frac{B}{\phi_r\ln10},\qquad C_2=\frac{\phi_r}{s}.
\]

Since \(f_r\) is inversely proportional to \(\tau\), its shift has the opposite sign. For two temperatures,

\[
\begin{aligned}
\log_{10}\frac{f_2}{f_1}
&=C_1\left[\frac{\theta_2}{C_2+\theta_2}-\frac{\theta_1}{C_2+\theta_1}\right]\\
&=C_1\,\frac{C_2\theta_2+\theta_1\theta_2-C_2\theta_1-\theta_1\theta_2}{(C_2+\theta_1)(C_2+\theta_2)}\\
&=\frac{C_1C_2(T_2-T_1)}{(C_2+T_1-T_r)(C_2+T_2-T_r)} .
\end{aligned}
\]

With the given numbers,

\[
\log_{10}\frac{f_2}{f_1}=\frac{10\times100\times20}{110\times130}=1.399,
\qquad \frac{f_2}{f_1}\approx25 .
\]

The individual frequencies are \(f_1=100\times10^{100/110}\approx811\) Hz and \(f_2=100\times10^{300/130}\approx20.3\) kHz.

A rise of 20 K starting at \(T_r\) itself would give \(10\times20/120=1.667\) decades. The same warming shifts the frequency by fewer decades from a higher starting temperature, because both factors in the denominator have grown. The change of modulus need not follow this order, since it also depends on where 10 kHz lies in the relaxation: in the model below a 20 K rise removes 136 MPa from 273 K, 227 MPa from 298 K and 152 MPa from 323 K.

### Why the modulus has this form

A Maxwell element is a spring of modulus \(E\) in series with a dashpot. Its stress obeys

\[
\frac{d\sigma}{dt}=E\frac{d\varepsilon}{dt}-\frac{\sigma}{\tau_e},
\]

where \(\tau_e\) is its relaxation time. For oscillating quantities the derivative becomes \(i\omega\), and

\[
\frac{\sigma}{E\varepsilon}=\frac{i\omega\tau_e}{1+i\omega\tau_e}
=\frac{(\omega\tau_e)^2+i\omega\tau_e}{1+(\omega\tau_e)^2}.
\]

The real part rises from 0 to 1 with frequency: a slow strain lets the dashpot flow, and a fast one leaves the spring to carry the load.

The broad relaxation \(F\) is a sum of such elements with positive weights. To show this for \(0<\alpha<1\), set \(z=i\omega\tau\) and consider

\[
G(z)=\frac{F}{z}=\frac{z^{\alpha-1}}{1+z^\alpha}
\]

in the complex plane cut along the negative real axis. A zero of \(1+z^\alpha\) would need an argument of \(\pm\pi/\alpha\) or an odd multiple of it, which lies outside the range from \(-\pi\) to \(\pi\). Hence \(G\) has no pole. Apply Cauchy's integral formula on a large circle joined to the two sides of the cut. The large circle contributes nothing in the limit, because \(G\) falls as \(1/|z|\). A small circle around the origin contributes nothing either, because \(|zG|\) tends to zero there.

On the cut put \(\zeta=-r\), with \(r>0\), and let \(G_+\) and \(G_-\) be the values above and below it. The contour runs inward above the cut and outward below it, so

\[
G(z)=\frac{1}{2\pi i}\int_0^\infty\frac{G_--G_+}{r+z}\,dr
=-\frac1\pi\int_0^\infty\frac{\operatorname{Im}G_+}{r+z}\,dr ,
\]

since \(G_-\) is the complex conjugate of \(G_+\). Above the cut, \(z^\alpha=r^\alpha e^{i\pi\alpha}\) and \(1/z=-1/r\). For any complex \(q\), \(\operatorname{Im}[q/(1+q)]=\operatorname{Im}q/|1+q|^2\). Therefore

\[
-\frac{\operatorname{Im}G_+}{\pi}
=\frac{1}{\pi r}\,\frac{r^\alpha\sin\pi\alpha}{1+2r^\alpha\cos\pi\alpha+r^{2\alpha}} .
\]

With \(r=e^u\) and \(dr=r\,du\), multiplication of \(G\) by \(z\) gives

\[
F=\int_{-\infty}^{\infty}W(u)\,\frac{i\omega\tau}{i\omega\tau+e^u}\,du,
\qquad
W(u)=\frac{\sin\pi\alpha}{2\pi[\cosh(\alpha u)+\cos\pi\alpha]} .
\]

Each factor multiplying \(W\) is the response of a Maxwell element with relaxation time \(\tau_e=\tau e^{-u}\). The weight is positive, and its integral is 1 because \(F\to1\) at high frequency. A spring \(E_r\) in parallel completes the model.

This sum settles the direction of the effect. Warming divides every \(\tau_e\) by the same factor, and each element then carries less stress in phase with the strain at a fixed frequency. With \(E_r\), \(E_g\) and \(\alpha\) fixed, the storage modulus must fall.

### The storage modulus

Put \(x=(f/f_r)^\alpha\) and \(s_\alpha=\sin(\pi\alpha/2)\), so that \((i\omega\tau)^\alpha=x(c+is_\alpha)\). Multiply the numerator and denominator of \(F\) by the complex conjugate of the denominator:

\[
F=\frac{x(c+is_\alpha)\,[1+x(c-is_\alpha)]}{|1+x(c+is_\alpha)|^2}
=\frac{x(x+c)+ixs_\alpha}{1+2cx+x^2},
\]

where \(c^2+s_\alpha^2=1\) was used. Thus

\[
E'=E_r+(E_g-E_r)\frac{x(x+c)}{1+2cx+x^2},
\qquad
E''=(E_g-E_r)\frac{s_\alpha}{x+x^{-1}+2c}.
\]

The sum \(x+x^{-1}\) is smallest at \(x=1\), so \(f_r\) is the frequency of the loss peak.

Before warming, \(f/f_1=12.33\) and \(x=12.33^{0.3}=2.125\). Hence

\[
E'_1=100+900\times\frac{2.125\times3.016}{1+3.787+4.516}
=100+900\times0.689\approx720\ \text{MPa}.
\]

After warming, \(f/f_2=0.4924\) and \(x=0.8085\). Hence

\[
E'_2=100+900\times\frac{0.8085\times1.6995}{1+1.441+0.654}
=100+900\times0.444\approx500\ \text{MPa}.
\]

The final modulus equals 0.00312 eV/Å³. The pad has lost about 31% of its initial storage modulus at this frequency. Its loss modulus rises from 93 to 107 MPa, because 10 kHz now lies closer to the loss peak on a logarithmic scale.

## Comparison of estimate and solution

| Quantity | Estimate | Solution |
|---|---:|---:|
| Shift, decades | 2 | 1.40 |
| Initial modulus, MPa | 714 | 720 |
| Final modulus, MPa | 386 | 500 |

The two approximations in the estimate can be separated by keeping the straight-line modulus but using the full WLF frequencies. The final frequency ratio is \(\log_{10}0.4924=-0.308\), and the line gives \(550-0.308\times164\approx499\) MPa. Almost the whole error in the final modulus therefore comes from treating the WLF law as straight.

The line works well here because of a symmetry. From \(q/(1+q)+q^{-1}/(1+q^{-1})=1\), the storage fractions at \(x\) and \(1/x\) add to 1, because the value of \(q\) at \(1/x\) is the complex conjugate of \(q^{-1}\), and conjugation leaves the real part unchanged. The curve is odd about its centre on a logarithmic frequency axis, so its first correction to the straight line is cubic.

The close initial estimate owes something to cancellation. With the full ratio, \(\log_{10}12.33=1.091\), the line gives 729 MPa, which is 9 MPa too high. The linearized WLF law lowers this by 15 MPa, leaving the estimate 6 MPa below the solution.

A law fitted at the starting temperature is a better local approximation than the straight line at \(T_r\). A straight line in \(T\) with the slope at 303 K, \(C_1C_2/110^2=0.0826\) decade per kelvin, already gives 1.65 decades and 459 MPa. An Arrhenius law fitted at the same point comes somewhat closer. Its apparent activation energy is

\[
E_a=k_B\frac{d\ln\tau}{d(1/T)}
=-k_BT^2\frac{d\ln\tau}{dT}
=\frac{k_B\ln10\,C_1C_2T^2}{(C_2+T-T_r)^2},
\]

because the derivative of \(\theta/(C_2+\theta)\) is \(C_2/(C_2+\theta)^2\). It falls from 1.51 eV at 303 K to 1.22 eV at 323 K. Holding the first value fixed gives a shift of 1.55 decades and a final modulus of 475 MPa, about 5% below the WLF result.

The width of the relaxation mainly sets the size of the drop. The final state lies near the centre of the relaxation, so a modest change of width moves the final modulus little: \(\alpha=0.2\) and \(0.4\) give 517 and 480 MPa, while the drop on warming becomes 146 and 296 MPa instead of 220 MPa. For a single relaxation time, \(\alpha=1\), the same frequencies give 994 MPa before warming and 276 MPa after it. Warming then removes about 80% of the 900 MPa between the glassy and relaxed moduli, against about 24% for the broad relaxation.

## The real pad and the limits of the result

The parameters are round values for a hard polyurethane pad, for which a storage modulus of a few hundred MPa near room temperature is a rough typical size. The glassy modulus of 1000 MPa is low for a dense glassy polymer, but pores reduce the modulus of a pad. The relaxation frequency and width are model choices, not measured properties of a particular product. Water breaks the assumption of fixed WLF constants: it plasticizes polyurethane. If it lowers \(T_r\) by a rough 10 K with the other constants unchanged, the two moduli become 605 and 414 MPa. The final value is then 17% below the dry result, although the fractional loss on warming remains near 32%.

Other corrections to the final modulus are smaller for these inputs. Scaling the relaxed modulus with absolute temperature, as for an entropic rubber network, would add about 4 MPa. This figure only gives the size of that assumption: a rubber modulus \(3\rho_mRT/M\) of 100 MPa, with \(\rho_m\) the density and \(M\) the molar mass of a network strand, would need \(M\) of only about 80 g/mol for \(\rho_m\approx1100\) kg/m³ near 300 K, so a plateau this stiff is not a simple entropic network. A glassy modulus that softens by a rough 0.2% per kelvin over the 20 K removes about 18 MPa.

Friction also heats the contacts above the mean pad temperature. For a friction coefficient of 0.4, a contact pressure of 10 MPa and the given speed, the heat flux is \(4\times10^6\) W/m². Suppose that it all enters the wafer steadily, through 1 µm of oxide and then from a disc of radius \(a=10\) µm into silicon. A uniform flux \(Q\) into a half-space of conductivity \(k\) heats the disc centre by \(\int_0^a Q\,2\pi\rho\,d\rho/(2\pi k\rho)=Qa/k\). With rough conductivities of 1.4 and 150 W/(m K),

\[
\Delta T\approx4\times10^6\left(\frac{10^{-6}}{1.4}+\frac{10^{-5}}{150}\right)\approx3\ \text{K},
\]

which lowers the modulus by about 29 MPa if the whole loaded volume reaches that temperature. The rise is proportional to the assumed pressure. An elastic (Hertz) contact of this radius under an asperity tip of radius 100 µm would carry about 27 MPa for a Poisson ratio of 0.45; at 30 MPa the rise is about 9 K and the modulus falls by about 81 MPa, nearly as much as in the wet case.

A real pattern does not produce a purely sinusoidal strain. A rectangular pattern with unequal lines and spaces has a second harmonic, at 20 kHz, which sees 549 MPa after warming. Its third harmonic, at 30 kHz, sees 578 MPa after warming. The same value applies to the fundamental of a pattern three times finer at the same speed. Inertia is negligible on the feature scale: for a rough density of 1100 kg/m³, the elastic wavelength \(\sqrt{E'/\rho_m}/f\), with \(\rho_m\) the density, is about 67 mm, against a spacing of 0.1 mm.

The WLF law also needs a polymer above its glass transition. Taking the transition as the temperature where \(\tau\) reaches 100 s places it near 261 K in this model, so the model pad works 42 to 62 K above it. This follows from the chosen constants alone: at 1 Hz they put the loss-modulus peak near 276 K and the peak of \(E''/E'\) near 290 K. A real pad whose measured transition lies near or above the working range of 303 to 323 K is outside this treatment. The result would fail if the hard and soft domains of the polyurethane had different temperature shifts, since one factor could not then move the whole spectrum. Large asperity strains and chemical ageing also lie outside this calculation. The remaining values are in the numerical output.

## Calculated quantities

```
WLF C1: 10
WLF C2: 100 K
Reference temperature: 293 K
Initial temperature: 303 K
Final temperature: 323 K
Relaxation frequency at reference: 100 Hz
Relaxed modulus: 100 MPa
Glassy modulus: 1000 MPa
Width parameter alpha: 0.3
Sliding speed: 1 m/s
Feature spacing: 100 um
Feature-passing frequency: 10000 Hz
Reference free-volume fraction (B=1): 0.04343
Free-volume slope (B=1): 0.0004343 1/K
Frequency shift: 1.399 decades
Relaxation-frequency ratio: 25.04
Initial relaxation frequency: 811.1 Hz
Final relaxation frequency: 20309 Hz
Initial f/fr: 12.33
Final f/fr: 0.4924
Initial x: 2.125
Final x: 0.8085
Cosine c: 0.891
Initial storage fraction: 0.6889
Final storage fraction: 0.444
Initial storage modulus: 720 MPa
Final storage modulus: 499.6 MPa
Final storage modulus converted: 0.003119 eV/angstrom^3
Storage modulus decrease: 30.61 %
Initial loss modulus: 93.34 MPa
Final loss modulus: 106.8 MPa
Activation energy at initial T: 1.506 eV
Activation energy at final T: 1.225 eV
Shift if 20 K is measured from Tr: 1.667 decades
Shift with fixed initial Arrhenius slope: 1.551 decades
Final modulus with that Arrhenius slope: 475.2 MPa
Temperature where relaxation time is 100 s: 260.6 K
Initial modulus, single time: 994.1 MPa
Final modulus, single time: 275.6 MPa
Entropic stiffening of relaxed part: 3.67 MPa
Rough glassy softening rate: 0.2 %/K
Modulus change from glassy softening: -17.76 MPa
Rough water-induced drop of Tr: 10 K
Initial modulus, wet pad: 604.5 MPa
Final modulus, wet pad: 413.7 MPa
Rough friction coefficient: 0.4
Rough contact pressure: 10 MPa
Rough contact radius: 10 um
Rough oxide thickness: 1 um
Rough oxide thermal conductivity: 1.4 W/(m K)
Rough silicon thermal conductivity: 150 W/(m K)
Estimated contact heating: 3.124 K
Modulus change from contact heating: -29.01 MPa
Final modulus at third harmonic: 577.8 MPa
Rough pad density: 1100 kg/m^3
Elastic wavelength at final T: 67.4 mm
```
